# Why wide barrier patches lower the C⁻² voltage of a Schottky contact: a numerical check

```python
"""
Result under test: wide contact patches act as parallel depletion capacitors.
With C the capacitance per total area, U = q*eps*N/(2*C^2) obeys
    U = psi_mean - 3*sigma^2/(4*psi_mean)     for small sigma/psi_mean.
psi_mean, sigma: area mean and standard deviation of band bending (V);
N: donor density; eps: permittivity; q: elementary charge.
The tangent to U against reverse bias has an intercept lowered twice as much.
A nonlinear Poisson solver checks the electron tail and the wide-patch limit.
"""
import numpy as np
from scipy import constants as const
from scipy.sparse import csc_matrix, diags, identity, kron
from scipy.sparse.linalg import spsolve

q, k_B, hbar = const.e, const.k, const.hbar

# Inputs: rough typical values for a nickel-silicide-like contact on n-Si
T = 300.0
eps_r = 11.7
N = 1e22                 # m^-3
N_c, N_v = 2.8e25, 2.7e25  # m^-3, rough band densities of states at 300 K
gap = 1.12               # eV, rough
barrier = 0.65           # eV, area mean
sigma = 0.07             # V
mass_light = 0.19        # lightest conduction-band mass, electron masses
breakdown = 0.4          # MV/cm, rough
stripe_nm = 5000.0
eps = eps_r * const.epsilon_0
VT = k_B * T / q
zeta = VT * np.log(N_c / N)
psi0 = barrier - zeta


def depletion_width(psi):
    return np.sqrt(2 * eps * psi / (q * N))


def patch_capacitance(psi, step=1e-4):
    """Differentiate the depletion charge with respect to voltage."""
    charge = lambda p: q * N * depletion_width(p)
    return (charge(psi + step) - charge(psi - step)) / (2 * step)


def voltage_from_capacitance(c):
    return q * eps * N / (2 * c**2)


def effective_voltage(psi_mean, spread, distribution):
    z, weight = distribution
    c = np.sum(weight * patch_capacitance(psi_mean + spread * z))
    return voltage_from_capacitance(c)


def standardise(z, weight):
    weight = weight / weight.sum()
    z = z - np.sum(weight * z)
    return z / np.sqrt(np.sum(weight * z**2)), weight


nodes, gauss_weights = np.polynomial.legendre.leggauss(80)
distributions = {
    "two equal areas": standardise(np.array([-1.0, 1.0]), np.ones(2)),
    "uniform": standardise(nodes, gauss_weights),
    "Gaussian cut at 3 widths": standardise(
        3 * nodes, gauss_weights * np.exp(-(3 * nodes)**2 / 2)),
    "10% area of low patches": standardise(
        np.array([-1.0, 0.0]), np.array([0.1, 0.9])),
}
two = distributions["two equal areas"]


def lowering_formula(psi_mean, spread):
    return 3 * spread**2 / (4 * psi_mean)


# Leading coefficient and higher moments, for different distributions
coefficients = {}
for name, dist in distributions.items():
    small = 0.005
    coefficient = (psi0 - effective_voltage(psi0, small, dist)) * psi0 / small**2
    coefficients[name] = coefficient
    tolerance = 0.025 if name.startswith("10%") else 0.001  # skewness is next order
    assert abs(coefficient - 0.75) < tolerance
    spread = 0.02
    x = spread * dist[0] / psi0
    m2, m3, m4 = [np.sum(dist[1] * x**n) for n in (2, 3, 4)]
    series = psi0 * (1 - 3*m2/4 + 5*m3/8 - 35*m4/64 + 27*m2**2/64)
    assert abs(effective_voltage(psi0, spread, dist) - series) < 2e-6
    assert effective_voltage(psi0, sigma, dist) < psi0

U0 = effective_voltage(psi0, sigma, two)
lowering = psi0 - U0
assert abs(lowering / lowering_formula(psi0, sigma) - 1) < 0.01


# Straight lines drawn through U against reverse bias
def tangent(bias, step=1e-3):
    f = lambda v: effective_voltage(psi0 + v, sigma, two)
    slope = (f(bias + step) - f(bias - step)) / (2 * step)
    built_in = f(bias) / slope - bias
    return psi0 - built_in, 1 / slope


tangent_lowering, tangent_doping = tangent(0.0)
assert abs(tangent_lowering / (2 * lowering_formula(psi0, sigma)) - 1) < 0.03
assert abs((1 - tangent_doping) / (3 * sigma**2 / (4 * psi0**2)) - 1) < 0.03
biases = np.linspace(0, 2, 21)
U_data = np.array([effective_voltage(psi0 + v, sigma, two) for v in biases])
fit_slope, fit_offset = np.polyfit(biases, U_data, 1)
fit_lowering = psi0 - fit_offset / fit_slope
assert tangent(2.0)[0] < fit_lowering < tangent_lowering

# Thermionic current averages exp(-barrier/kT), so low patches dominate
current_lowering = VT * np.log(np.sum(two[1] * np.exp(-sigma * two[0] / VT)))
assert current_lowering > 3 * lowering

# Poisson solver: potential in kT/q, length in Debye lengths
debye = np.sqrt(eps * VT / (q * N))


def poisson_voltage_capacitance(surface_bending, dx, nz):
    """Return C*debye/eps for given surface band bending in each column."""
    nx, depth = len(dx), 16.0
    dz = depth / nz
    lateral = np.zeros((nx, nx))
    for i in range(nx - 1):
        g = 2 / (dx[i] + dx[i + 1])
        lateral[i, i] += g
        lateral[i + 1, i + 1] += g
        lateral[i, i + 1] -= g
        lateral[i + 1, i] -= g
    main = np.full(nz, 2 / dz)
    main[0], main[-1] = 3 / dz, 1 / dz
    side = np.full(nz - 1, -1 / dz)
    vertical = diags([side, main, side], [-1, 0, 1])
    A = (kron(csc_matrix(lateral), dz * identity(nz))
         + kron(diags([dx], [0]), vertical)).tocsc()
    volume = np.repeat(dx * dz, nz)

    def boundary(surface):
        b = np.zeros((nx, nz))
        b[:, 0] = 2 * dx / dz * surface
        return b.ravel()

    solve = lambda M, r: spsolve(M.tocsc(), r, permc_spec="MMD_AT_PLUS_A")
    s = np.asarray(surface_bending) / VT
    z = (np.arange(nz) + 0.5) * dz
    v = -0.5 * np.maximum(np.sqrt(2 * s)[:, None] - z[None, :], 0)**2
    v, b = v.ravel(), boundary(-s)
    converged = False
    for _ in range(80):
        residual = A @ v - b + volume * (np.exp(v) - 1)
        new = np.minimum(v - solve(A + diags([volume * np.exp(v)], [0]),
                                   residual), 0)
        change = np.max(np.abs(new - v))
        v = new
        if change < 1e-8:
            converged = True
            break
    assert converged
    screening = volume * np.exp(v)
    response = solve(A + diags([screening], [0]), boundary(-np.ones(nx)))
    return -np.sum(screening * response) / dx.sum()


def poisson_U(c):
    return VT / (2 * c**2)


def solve_column(psi, nz):
    return poisson_voltage_capacitance([psi], np.ones(1), nz)


def parallel_reference(nz):
    uniform = poisson_U(solve_column(psi0, nz))
    c = 0.5 * (solve_column(psi0 - sigma, nz) + solve_column(psi0 + sigma, nz))
    return uniform, uniform - poisson_U(c)


def stripe_lowering(width_nm, nx, nz, uniform):
    """Cell runs from the centre of one stripe to the centre of the next."""
    width = width_nm * 1e-9 / debye
    t = np.linspace(-1, 1, nx + 1)
    dx = np.diff(width / 2 * np.sinh(5 * t) / np.sinh(5))
    bending = np.where(np.arange(nx) < nx // 2, psi0 - sigma, psi0 + sigma)
    return uniform - poisson_U(poisson_voltage_capacitance(bending, dx, nz))


nz, nx = 108, 64
uniform_U, parallel_lowering = parallel_reference(nz)
tail_formula = lowering_formula(psi0 - VT, sigma)
assert abs(uniform_U - (psi0 - VT)) < 5e-4
assert abs(parallel_lowering / tail_formula - 1) < 0.02
widths = [50.0, 200.0, 1000.0, stripe_nm, 20000.0]
ratios = [stripe_lowering(w, nx, nz, uniform_U) / parallel_lowering for w in widths]
assert np.all(np.diff(ratios) > 0)
assert abs(ratios[0]) < 0.02 and abs(ratios[-1] - 1) < 0.03
fine_uniform, fine_parallel = parallel_reference(160)
fine_ratio = stripe_lowering(stripe_nm, 96, 160, fine_uniform) / fine_parallel
mesh_shift = fine_ratio - ratios[3]
assert abs(mesh_shift) < 0.01

# Sizes of other neglected effects
field0 = q * N * depletion_width(psi0) / eps
field2 = q * N * depletion_width(psi0 + sigma + 2) / eps
image_lowering = np.sqrt(q * field0 / (4 * np.pi * eps))
tunnel_energy = hbar / 2 * np.sqrt(N / (mass_light * const.m_e * eps))  # in V
hole_ratio = N_v * np.exp(-(gap - barrier - sigma) / VT) / N
T_hot = 400.0
zeta_hot = k_B * T_hot / q * np.log(N_c * (T_hot / T)**1.5 / N)
psi_hot = barrier - zeta_hot
hot_lowering = psi_hot - effective_voltage(psi_hot, sigma, two)
assert field2 * 1e-8 < breakdown and tunnel_energy < 0.1 * VT
assert hole_ratio < 0.01 and N / N_c < 0.01

nF = 1e5  # F/m^2 to nF/cm^2
c_low, c_high = patch_capacitance(psi0 - sigma), patch_capacitance(psi0 + sigma)
print(f"Temperature: {T:.0f} K; relative permittivity: {eps_r}")
print(f"Donor density: {N*1e-6:.1e} cm^-3")
print(f"Rough Nc, Nv at 300 K: {N_c*1e-6:.1e}, {N_v*1e-6:.1e} cm^-3")
print(f"Mean barrier: {barrier:.2f} eV; spread sigma: {sigma:.2f} V")
print(f"Thermal voltage kT/q: {VT*1e3:.2f} mV")
print(f"Bulk Fermi distance zeta: {zeta:.4f} V")
print(f"Mean band bending at zero bias: {psi0:.4f} V")
print(f"sigma/mean band bending: {sigma/psi0:.4f}")
print(f"Depletion width at mean bending: {depletion_width(psi0)*1e9:.1f} nm")
print(f"Capacitance, low-barrier patch: {c_low*nF:.3f} nF/cm^2")
print(f"Capacitance, high-barrier patch: {c_high*nF:.3f} nF/cm^2")
print(f"Capacitance, area average: {(c_low+c_high)/2*nF:.3f} nF/cm^2")
print(f"Capacitance, uniform mean barrier: {patch_capacitance(psi0)*nF:.3f} nF/cm^2")
print(f"Effective voltage U at zero bias: {U0:.4f} V")
for v in (0.0, 1.0, 2.0):
    direct = psi0 + v - effective_voltage(psi0 + v, sigma, two)
    approx = lowering_formula(psi0 + v, sigma)
    print(f"Lowering of U at {v:.0f} V reverse: direct {direct*1e3:.3f},"
          f" formula {approx*1e3:.3f} mV")
print(f"Tangent intercept lowering at 0 V: direct {tangent_lowering*1e3:.2f},"
      f" formula {2*lowering_formula(psi0, sigma)*1e3:.2f} mV")
print(f"Tangent apparent doping/true doping: {tangent_doping:.4f}")
print(f"Line fit 0 to 2 V, 21 points: intercept lowering {fit_lowering*1e3:.2f} mV")
print(f"Line fit apparent doping/true doping: {1/fit_slope:.4f}")
for name, dist in distributions.items():
    value = psi0 - effective_voltage(psi0, sigma, dist)
    print(f"{name}: lowering {value*1e3:.2f} mV;"
          f" small-spread coefficient {coefficients[name]:.4f}")
print(f"Current-barrier lowering, two equal areas: {current_lowering*1e3:.1f} meV")
print(f"Poisson U, uniform barrier: {uniform_U:.4f} V;"
      f" mean bending - kT/q: {psi0-VT:.4f} V")
print(f"Lowering with electron tail: Poisson {parallel_lowering*1e3:.3f},"
      f" formula {tail_formula*1e3:.3f} mV")
for w, r in zip(widths, ratios):
    print(f"Stripe width {w:.0f} nm: lowering/parallel lowering = {r:.3f}")
print(f"Mesh-refinement shift of ratio at {stripe_nm:.0f} nm: {mesh_shift:+.5f}")
print(f"Peak field, mean barrier, 0 V: {field0*1e-8:.4f} MV/cm")
print(f"Peak field, high barrier, 2 V reverse: {field2*1e-8:.4f} MV/cm")
print(f"Rough breakdown field (input): {breakdown:.1f} MV/cm")
print(f"Image-force lowering for current: {image_lowering*1e3:.1f} meV")
print(f"Tunnelling energy E00, mass {mass_light} m_e: {tunnel_energy*1e3:.2f} meV")
print(f"Donor density/Nc: {N/N_c:.2e}")
print(f"Rough gap: {gap:.2f} eV; surface holes/donors, high patch: {hole_ratio:.2e}")
print(f"At {T_hot:.0f} K: mean bending {psi_hot:.4f} V,"
      f" lowering {hot_lowering*1e3:.2f} mV")
print("OK")
```

Running it gives:

```
Temperature: 300 K; relative permittivity: 11.7
Donor density: 1.0e+16 cm^-3
Rough Nc, Nv at 300 K: 2.8e+19, 2.7e+19 cm^-3
Mean barrier: 0.65 eV; spread sigma: 0.07 V
Thermal voltage kT/q: 25.85 mV
Bulk Fermi distance zeta: 0.2052 V
Mean band bending at zero bias: 0.4448 V
sigma/mean band bending: 0.1574
Depletion width at mean bending: 239.8 nm
Capacitance, low-barrier patch: 47.055 nF/cm^2
Capacitance, high-barrier patch: 40.150 nF/cm^2
Capacitance, area average: 43.603 nF/cm^2
Capacitance, uniform mean barrier: 43.194 nF/cm^2
Effective voltage U at zero bias: 0.4365 V
Lowering of U at 0 V reverse: direct 8.297, formula 8.262 mV
Lowering of U at 1 V reverse: direct 2.545, formula 2.544 mV
Lowering of U at 2 V reverse: direct 1.503, formula 1.503 mV
Tangent intercept lowering at 0 V: direct 16.35, formula 16.52 mV
Tangent apparent doping/true doping: 0.9815
Line fit 0 to 2 V, 21 points: intercept lowering 7.08 mV
Line fit apparent doping/true doping: 0.9973
two equal areas: lowering 8.30 mV; small-spread coefficient 0.7501
uniform: lowering 8.42 mV; small-spread coefficient 0.7502
Gaussian cut at 3 widths: lowering 8.60 mV; small-spread coefficient 0.7502
10% area of low patches: lowering 12.98 mV; small-spread coefficient 0.7694
Current-barrier lowering, two equal areas: 52.2 meV
Poisson U, uniform barrier: 0.4189 V; mean bending - kT/q: 0.4190 V
Lowering with electron tail: Poisson 8.814, formula 8.772 mV
Stripe width 50 nm: lowering/parallel lowering = 0.000
Stripe width 200 nm: lowering/parallel lowering = 0.117
Stripe width 1000 nm: lowering/parallel lowering = 0.816
Stripe width 5000 nm: lowering/parallel lowering = 0.963
Stripe width 20000 nm: lowering/parallel lowering = 0.991
Mesh-refinement shift of ratio at 5000 nm: -0.00003
Peak field, mean barrier, 0 V: 0.0371 MV/cm
Peak field, high barrier, 2 V reverse: 0.0882 MV/cm
Rough breakdown field (input): 0.4 MV/cm
Image-force lowering for current: 21.4 meV
Tunnelling energy E00, mass 0.19 m_e: 1.25 meV
Donor density/Nc: 3.57e-04
Rough gap: 1.12 eV; surface holes/donors, high patch: 5.15e-04
At 400 K: mean bending 0.3615 V, lowering 10.23 mV
OK
```
